# Tracer diffusion by vacancy exchange in the three cubic Bravais lattices

## Problem

A tracer atom, chemically the same as its neighbours, moves through a crystal only by changing places with nearest-neighbour vacancies. A fraction $c\ll1$ of the sites is vacant. Vacancies are placed at random and bind neither to one another nor to the tracer. A given atom next to a given vacancy exchanges with it at rate $w$. Let $a$ be the edge of the conventional cubic cell, which is not in general the neighbour distance $d$.

**(a)** Show that, to leading order in $c$, the tracer diffusivity $D^*=\lim_{t\to\infty}\langle R^2\rangle/6t$ is

$$D^*=f\,a^2c\,w$$

in simple cubic (sc), body-centred (bcc) and face-centred (fcc) crystals, where $f$ is a pure number that accounts for correlations between successive jumps.

**(b)** Express $f$ through the mean direction of the tracer's next jump, and find its value for each lattice.

**(c)** Obtain $c$ and $w$ from equilibrium statistics and transition-state theory. Evaluate $D^*$ at 700 K for an fcc metal with $a=0.36$ nm, vacancy formation energy $E_f=1.30$ eV and entropy $S_f=2k_B$, migration barrier $E_m=0.70$ eV and well frequency $\nu=5$ THz.

## Hints

1. Count the tracer's jumps first. Then square the sum of the jump vectors, keeping the cross terms.
2. Work out $zd^2$ for each lattice, $z$ being the number of nearest neighbours.
3. Where is the vacancy just after it has moved the tracer? Which rotations leave that arrangement unchanged?
4. To find the next jump, count the vacancy's visits to each neighbour of the tracer. Walks that pass through the tracer's site can be included at no cost.
5. For $w$, divide the one-way thermal flux over the saddle by the population of the well.

## Solution

### (a) The common form

Each of the $z$ neighbouring sites is vacant with probability $c$, and a vacancy there exchanges with the tracer at rate $w$. The mean number of jumps in time $t$ is therefore

$$n=z\,c\,w\,t .$$

The displacement is $\mathbf R=\sum_i\mathbf r_i$, with $|\mathbf r_i|=d$. Squaring gives

$$\langle R^2\rangle=\sum_i\langle r_i^2\rangle+2\sum_{i<j}\langle\mathbf r_i\cdot\mathbf r_j\rangle .$$

The first sum is $nd^2$. In the second, write $\langle\mathbf r_i\cdot\mathbf r_{i+k}\rangle=d^2\langle\cos\theta_k\rangle$, which at long times depends only on the separation $k$. If the correlations die out with $k$, as part (b) shows, the missing partners near the end of the record are negligible, and

$$\langle R^2\rangle=nd^2f,\qquad f\equiv1+2\sum_{k=1}^{\infty}\langle\cos\theta_k\rangle .$$

Dividing by $6t$ and inserting $n$,

$$D^*=\frac{zd^2}{6}\,f\,c\,w .$$

The geometry enters through $zd^2$:

- sc: $z=6$, $d^2=a^2$, so $zd^2=6a^2$.
- bcc: the neighbours lie at $\frac a2(\pm1,\pm1,\pm1)$, so $z=8$, $d^2=\frac34a^2$ and $zd^2=6a^2$.
- fcc: the neighbours lie at $\frac a2(\pm1,\pm1,0)$ and permutations, so $z=12$, $d^2=\frac12a^2$ and $zd^2=6a^2$.

Hence $D^*=f a^2cw$ in all three. More neighbours are offset by shorter jumps.

The result has a simple reading. A lone vacancy among like atoms steps at total rate $zw$, each step independent of the last, so its own diffusivity is $D_v=zwd^2/6=a^2w$. Thus $D^*=f\,c\,D_v$: the tracer moves more slowly because a vacancy is seldom beside it, and because part of its motion is undone.

### (b) The correlation factor

Just after the tracer has jumped by $\mathbf r$, the vacancy sits at $-\mathbf r$ relative to it and may take it straight back. Let $\bar{\mathbf r}'$ be the mean next jump caused by this same vacancy, counted as zero if the vacancy escapes. A different vacancy arrives only after a time of order $1/(cw)$, from a direction unrelated to $\mathbf r$, so at leading order in $c$ it adds nothing.

The arrangement of tracer, vacancy and lattice is unchanged by a rotation about $\mathbf r$: fourfold for the sc jump, threefold for bcc, twofold for fcc. The vector $\bar{\mathbf r}'$ must share that symmetry, so its part perpendicular to $\mathbf r$ vanishes:

$$\bar{\mathbf r}'=C\,\mathbf r .$$

After the next jump the vacancy is again directly behind the tracer. The mean of the jump after that is $C$ times the next jump, hence $C^2\mathbf r$ on average, and by repetition $\langle\cos\theta_k\rangle=C^k$. In three dimensions the vacancy escapes with non-zero probability, so $|C|<1$ and the geometric series converges:

$$f=1+2\,\frac{C}{1-C}=\frac{1+C}{1-C}.$$

To find $C$, place the tracer at the origin and the vacancy at $\mathbf e_0=-\mathbf r$. Let $V(\mathbf e)$ be its mean number of visits to the neighbour site $\mathbf e$ before it exchanges with the tracer. From $\mathbf e$ it steps onto the tracer with probability $1/z$, and the tracer then jumps by $\mathbf e$. So $C\mathbf r=\frac1z\sum_{\mathbf e}\mathbf e\,V(\mathbf e)$. Taking the scalar product with $\mathbf r=-\mathbf e_0$,

$$C=-\frac1{zd^2}\sum_{\mathbf e}(\mathbf e\cdot\mathbf e_0)\,V(\mathbf e).$$

Now let the vacancy walk on freely through the origin. From there it visits all neighbour sites equally often, by symmetry. This adds the same number to every $V(\mathbf e)$, and since $\sum_{\mathbf e}\mathbf e=0$, $C$ does not change. We may therefore use the visits of a free walk.

One free step multiplies the Fourier amplitude of the vacancy's position by $\lambda(\mathbf k)=\frac1z\sum_{\mathbf e}\cos(\mathbf k\cdot\mathbf e)$. Summing over all numbers of steps gives $1+\lambda+\lambda^2+\dots=1/(1-\lambda)$, so

$$V_{\rm free}(\mathbf e)=\left\langle\frac{e^{i\mathbf k\cdot(\mathbf e-\mathbf e_0)}}{1-\lambda(\mathbf k)}\right\rangle_{\mathbf k},$$

an average over the Brillouin zone. All starting sites $\mathbf e_0$ give the same $C$, so we average over them, which brings a second factor $1/z$ and completes a square. Because $\mathbf e$ and $-\mathbf e$ occur in pairs, $\sum_{\mathbf e}\mathbf e\,e^{i\mathbf k\cdot\mathbf e}=i\sum_{\mathbf e}\mathbf e\sin(\mathbf k\cdot\mathbf e)$. Therefore

$$C=-\frac1{z^2d^2}\left\langle\frac{\bigl|\sum_{\mathbf e}\mathbf e\sin(\mathbf k\cdot\mathbf e)\bigr|^2}{1-\lambda(\mathbf k)}\right\rangle_{\mathbf k}.$$

Numerator and denominator both vanish as $k^2$ at small $k$, so the integrand stays finite. It is nowhere negative, so $C<0$ and $f<1$. Numerical averaging gives:

- sc: $C=-0.2098$, $f=0.6531$
- bcc: $C=-0.15795$, $f=0.7272$
- fcc: $C=-0.1227$, $f=0.7815$

The three crystals share the form of $D^*$ but not the value of $f$.

An independent test uses neither $C$ nor the jump series. The master equation for one vacancy and one tracer was solved in periodic blocks 10 and 16 cubic cells wide, and $D^*/(a^2cw)$ was extrapolated to infinite dilution. It gave 0.6531, 0.7272 and 0.7815. The extrapolation matters: with one vacancy on 27 sc sites, repeated periodically, the ratio is 0.751, which is 15% above the dilute value. This excess belongs to the small periodic block and is not an estimate for randomly placed vacancies at the same concentration.

### (c) Rates and numbers

Let $x=e^{S_f/k_B-E_f/k_BT}$ be the statistical weight of one vacancy. With $N$ sites, $m$ vacancies have total weight $\binom Nm x^m$. This is the expansion of $(1+x)^N$, in which each site is independently full (weight 1) or vacant (weight $x$). Hence $c=x/(1+x)\approx x$. Only the leading term is meaningful here. Holding the number of atoms $N$ fixed instead, with weights $\binom{N+m}{m}x^m$ on $N+m$ sites, gives $c=x$ for large $N$. The two countings differ at order $x^2$, which is negligible for $c\ll1$.

For $w$, let an atom of mass $M$ move along a coordinate $q$ in a well $V\approx\frac12M(2\pi\nu)^2q^2$ with a saddle at height $E_m$. Transition-state theory assumes thermal equilibrium up to the saddle and no immediate recrossing. The rate is the probability density at the saddle times the mean forward velocity, $\int_0^\infty v\,P(v)\,dv=\sqrt{k_BT/2\pi M}$ for the Maxwell distribution $P(v)$:

$$w=\sqrt{\frac{k_BT}{2\pi M}}\;\frac{e^{-E_m/k_BT}}{\int e^{-V/k_BT}dq}.$$

The Gaussian integral over the well is $\sqrt{2\pi k_BT/M}\,/(2\pi\nu)$. The mass and the temperature prefactors cancel, leaving $w=\nu e^{-E_m/k_BT}$.

At 700 K, $k_BT=0.06032$ eV, so

$$c=e^{2-1.30/0.06032}=3.23\times10^{-9},$$

$$w=5\times10^{12}\,e^{-0.70/0.06032}=4.56\times10^{7}\ \mathrm{s^{-1}}.$$

With $a=3.6\times10^{-8}$ cm,

$$D^*=0.7815\,(3.6\times10^{-8})^2(3.23\times10^{-9})(4.56\times10^{7})\approx1.5\times10^{-16}\ \mathrm{cm^2/s},$$

or $1.5\times10^{-20}$ m²/s. An atom jumps $12cw\approx1.8$ times per second, and in one hour its rms displacement along one axis is $\sqrt{2D^*t}\approx10$ nm.

The result is sensitive to its parameters: an error of 0.05 eV in $E_f+E_m$ changes $D^*$ by a factor 2.3, and an error of $k_B$ in $S_f$ changes it by a factor $e\approx2.7$. The one-dimensional model also leaves out any change in the other vibrations of the crystal at the saddle, which would multiply $w$ by a factor not estimated here. Some further effects are small at 700 K. For a sine-squared barrier, the anharmonic well lowers $w$ by 2.4% relative to the harmonic formula. Thermal expansion, if $a$ is the 300 K value, raises $a^2$ by 1.4%. Tunnelling through a parabolic saddle of frequency $\nu$ raises $w$ by 0.5%, and the discrete energy levels of the harmonic well raise it by about as much again. With a pair binding energy of 0.20 eV, about one vacancy in a million is paired.

**Comparison with copper interconnects.** The parameters are rough values typical of copper, and 700 K (427 °C) serves as an example temperature. The derivation assumed a single crystal, whereas a deposited film can consist of many grains. Take columnar grains of square section, 100 nm wide, with boundaries 0.5 nm thick running along the flux. Each grain has four walls, each shared by two grains, so boundaries fill a fraction $2(0.5)/100=0.01$ of the area. With a rough boundary diffusivity $0.010\,e^{-0.90\,\mathrm{eV}/k_BT}$ cm²/s, which is $3.3\times10^{-9}$ cm²/s at 700 K, the ratio of steady fluxes under the same tracer gradient is

$$0.01\times\frac{3.3\times10^{-9}}{1.5\times10^{-16}}\approx2\times10^5 .$$

In such a film $D^*$ describes motion inside the grains, not the total transport. The ratio compares how well the two paths can conduct: in an hour at 700 K atoms inside the grains move only about 10 nm, too little to set up a steady profile over distances of 100 nm. The ratio does not carry over directly to transport along a patterned interconnect line, where boundaries may be interrupted and the interfaces with the liner and cap offer further fast paths. Vacancies left over from deposition would raise $c$, and $D^*$ with it, only until they reach sinks. At 700 K, $D_v=a^2w\approx5.9\times10^{-8}$ cm²/s, so a vacancy crosses a 100 nm grain within about 2 ms. If the boundaries absorb vacancies, the excess is soon gone.

## Variation 1: diamond structure

*Does the same prefactor hold in diamond, which also has a cubic cell?*

The counting in part (a) still gives $D^*=\frac16zd^2fcw$, with diamond's own $f$. Each atom has $z=4$ neighbours at $\frac a4(1,1,1)$ and equivalent positions, so $d^2=\frac3{16}a^2$ and

$$\frac{zd^2}{6}=\frac{4}{6}\cdot\frac{3a^2}{16}=\frac{a^2}{8}.$$

Hence $D^*=\frac18fa^2cw$. Cubic symmetry alone does not fix the prefactor; the property needed is $zd^2=6a^2$.

## Variation 2: ten years at 400 K

*The metal of part (c) is held at 400 K for ten years. How far does lattice diffusion carry an atom, and does the lattice carry the flux in the columnar film?*

Now $k_BT=0.03447$ eV, which gives $c=3.1\times10^{-16}$ and $w=7.6\times10^3$ s⁻¹. Then $D^*=2.4\times10^{-27}$ cm²/s, and with $t=3.16\times10^8$ s,

$$\sqrt{2D^*t}\approx0.012\ \mathrm{nm}.$$

This is far less than one jump, $d=a/\sqrt2\approx0.25$ nm. It is an average over many atoms: each makes $12cwt\approx0.009$ jumps on average, so most never move. The long-time formula still applies, because the correlated jumps made with one vacancy typically follow each other within times of order $1/w$, here about 0.1 ms.

The boundary diffusivity is $4.6\times10^{-14}$ cm²/s. With the same grains and gradient, the flux ratio is $0.01\times4.6\times10^{-14}/(2.4\times10^{-27})\approx2\times10^{11}$. This compares steady fluxes under an imposed gradient. With the tiny displacement found above, the grain interiors cannot reach a steady profile in ten years, so the ratio compares how well the two paths can conduct, not fluxes observed in that time. Cooling favours the boundaries because their activation energy, 0.90 eV, is lower than the lattice value $E_f+E_m=2.00$ eV, so the ratio grows as $e^{1.10\,\mathrm{eV}/k_BT}$. The numerical output lists the values for both temperatures.

## Computed results

```
LATTICES (a = cubic cell edge)
sc: z = 6, d^2/a^2 = 1.0000, z d^2/(6 a^2) = 1.0000
  C = -0.20984, f = (1+C)/(1-C) = 0.65311
  D/(a^2 c w), master equation, dilute limit = 0.65310
  same, one vacancy on 27 sites: exact 0.7512, Monte Carlo 0.749
bcc: z = 8, d^2/a^2 = 0.7500, z d^2/(6 a^2) = 1.0000
  C = -0.15795, f = (1+C)/(1-C) = 0.72719
  D/(a^2 c w), master equation, dilute limit = 0.72720
  same, one vacancy on 16 sites: exact 0.8296, Monte Carlo 0.829
fcc: z = 12, d^2/a^2 = 0.5000, z d^2/(6 a^2) = 1.0000
  C = -0.12268, f = (1+C)/(1-C) = 0.78145
  D/(a^2 c w), master equation, dilute limit = 0.78145
  same, one vacancy on 32 sites: exact 0.8375, Monte Carlo 0.834
diamond, for contrast: z d^2/(6 a^2) = 0.1250
EXAMPLE: fcc metal, rough values typical of copper
a = 0.36 nm, nu = 5.0 THz, S_f = 2.0 k_B
E_f = 1.30 eV, E_m = 0.70 eV
boundary: E = 0.90 eV, D0 = 0.010 cm^2/s, width 0.5 nm, grain 100 nm
pair binding = 0.20 eV, expansion = 1.7e-05 per K
prefactor f a^2 nu exp(S_f/k_B) = 0.0374 cm^2/s
T = 700 K: k_B T = 0.06032 eV
  c = 3.229e-09, w = 4.562e+07 per s
  atom jump rate z c w = 1.768e+00 per s
  D = 1.492e-16 cm^2/s = 1.492e-20 m^2/s
  rms displacement along one axis in 1 hour = 10.4 nm
  boundary D = 3.313e-09 cm^2/s
  boundary flux / lattice flux = 2.22e+05
  factor in D from 0.05 eV error = 2.29
  anharmonic well changes w by -2.36 %
  tunnelling changes w by 0.49 %
  expansion from 300 K changes a^2 by 1.36 %
  paired / single vacancies = 1.07e-06
T = 400 K: k_B T = 0.03447 eV
  c = 3.085e-16, w = 7.575e+03 per s
  atom jump rate z c w = 2.804e-11 per s
  D = 2.367e-27 cm^2/s = 2.367e-31 m^2/s
  rms displacement along one axis in 10 years = 0.0122 nm
  boundary D = 4.576e-14 cm^2/s
  boundary flux / lattice flux = 1.93e+11
  factor in D from 0.05 eV error = 4.27
  anharmonic well changes w by -1.29 %
  tunnelling changes w by 1.52 %
  expansion from 300 K changes a^2 by 0.34 %
  paired / single vacancies = 1.23e-12
```
